# Why laser spectral tails matter for chromatic focus blur: verification in Python

```python
"""
Chromatic focus blur of a three-beam image.
Result under test: a symmetric spectrum S(d) multiplies the fundamental
contrast by chi(t) = integral S(d) cos(t d) dd, where d is detuning in pm,
t = kappa*|C| in rad/pm, kappa is the defocus phase per nm between orders
0 and 1, and C is the focus shift in nm/pm. For full width w at half maximum:
  Lorentzian chi = exp(-t w/2)              (loss linear at small w)
  Gaussian   chi = exp(-(t w)^2/(16 ln 2))  (loss quadratic at small w)
The linear loss is caused by the 1/d^2 tails. Loss means 1 - chi.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import sici, erfinv, erfc

wavelength = 193.4       # nm
pitch = 200.0            # nm
index = 1.44
numerical_aperture = 1.35
chromatic = 200.0        # nm/pm
fwhm = 0.1               # pm
amp0, amp1 = 0.5, 1 / np.pi   # thin binary mask, equal lines and spaces
grating_k = 2 * np.pi / pitch
LN2 = np.log(2)


def phase_rate(wl, n=index):
    k = 2 * np.pi * n / wl
    return k - np.sqrt(k**2 - grating_k**2)


kappa = phase_rate(wavelength)
t = kappa * chromatic
assert wavelength / pitch < numerical_aperture < 2 * wavelength / pitch


def chi_lorentz(rate, w):
    return np.exp(-np.abs(rate) * w / 2)


def chi_gauss(rate, w):
    return np.exp(-(rate * w)**2 / (16 * LN2))


def lorentz(d, w):
    return w / (2 * np.pi) / (d * d + w * w / 4)


def gauss(d, w):
    return 2 * np.sqrt(LN2 / np.pi) / w * np.exp(-4 * LN2 * (d / w)**2)


def quartic(d, w):
    return np.sqrt(2) * w**3 / np.pi / (d**4 + w**4)


def flat_core(d, w):
    return 1 / (4 * w) if abs(d) < w else w / (4 * d * d)


def integrate_loss(shape, w, rate, edges):
    """Loss from the detuning intervals between edges, both signs."""
    def integrand(d):
        return 4 * shape(d, w) * np.sin(rate * d / 2)**2
    return sum(quad(integrand, a, b, epsabs=1e-13, limit=400)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def full_loss(shape, w, rate):
    edge = 20 * w + 6 / rate
    near = integrate_loss(shape, w, rate, [0, w, 20 * w, edge])
    energy = quad(lambda d: 2 * shape(d, w), edge, np.inf)[0]
    wave = quad(lambda d: 2 * shape(d, w), edge, np.inf,
                weight='cos', wvar=rate, epsabs=1e-9)[0]
    return near + energy - wave


def cut_loss(w, rate, cutoff):
    """Lorentzian cut at +-cutoff and normalized again."""
    edges = [0, min(w, cutoff / 2), cutoff]
    energy = 2 / np.pi * np.arctan(2 * cutoff / w)
    return integrate_loss(lorentz, w, rate, edges) / energy


def image_contrast(detuning, weight, focus=0.0, lateral=0.0):
    """Propagate fields at true wavelengths and project the mean image."""
    k = 2 * np.pi * index / (wavelength + detuning * 1e-3)
    kz = np.sqrt(k**2 - grating_k**2)
    z = focus + chromatic * detuning
    axial, oblique = np.exp(1j * k * z), np.exp(1j * kz * z)
    positions = np.arange(8) * pitch / 8
    image = []
    for x in positions:
        fringe = np.cos(grating_k * (x - lateral * detuning))
        field = amp0 * axial + 2 * amp1 * oblique * fringe
        image.append(np.sum(weight * np.abs(field)**2))
    image = np.array(image)
    return 2 * np.mean(image * np.cos(grating_k * positions)) / image.mean()


# Direct images against the contrast law, in focus and out of focus.
ideal = 4 * amp0 * amp1 / (amp0**2 + 2 * amp1**2)
count = 200000
angle = (np.arange(count) + 0.5) * np.pi / count - np.pi / 2
det_l, wt_l = fwhm / 2 * np.tan(angle), np.full(count, 1 / count)
det_g = np.linspace(-5 * fwhm, 5 * fwhm, 4001)
wt_g = gauss(det_g, fwhm)
wt_g /= wt_g.sum()
for focus in (0.0, 60.0):
    factor = ideal * np.cos(kappa * focus)
    # Unresolved oscillation in the far tail limits the Lorentzian sum.
    assert abs(image_contrast(det_l, wt_l, focus)
               - factor * chi_lorentz(t, fwhm)) < 1.5e-3
    assert abs(image_contrast(det_g, wt_g, focus)
               - factor * chi_gauss(t, fwhm)) < 1e-5
direct_l = image_contrast(det_l, wt_l)
direct_g = image_contrast(det_g, wt_g)

# Characteristic functions against quadrature.
widths = (0.02, 0.05, 0.1, 0.2)
for w in widths:
    assert abs(full_loss(lorentz, w, t) - 1 + chi_lorentz(t, w)) < 1e-6
    assert abs(full_loss(gauss, w, t) - 1 + chi_gauss(t, w)) < 1e-6

# Small-width exponents from quadrature.
small = 0.005


def exponent(shape):
    return np.log2(full_loss(shape, 2 * small, t) / full_loss(shape, small, t))


exp_l, exp_g, exp_q = map(exponent, (lorentz, gauss, quartic))
assert abs(exp_l - 1) < 0.02
assert abs(exp_g - 2) < 0.02 and abs(exp_q - 2) < 0.02

# A different core with tail A/d^2 must lose pi*A*t at small width.
core_half = 0.01 / t
tail_ratio = full_loss(flat_core, core_half, t) / (np.pi * core_half / 4 * t)
assert abs(tail_ratio - 1) < 5e-3


# Fraction of the small-width Lorentzian loss inside a detuning limit.
def inner_fraction(u):
    return 2 / np.pi * (sici(u)[0] - (1 - np.cos(u)) / u)


for cutoff in (0.5, 1.0, 2.0):
    slope = cut_loss(1e-4, t, cutoff) / 1e-4
    assert abs(slope / (t / 2 * inner_fraction(t * cutoff)) - 1) < 2e-3
cut_exp_w = np.log2(cut_loss(0.002, t, 0.5) / cut_loss(0.001, t, 0.5))
cut_exp_c = np.log2(cut_loss(fwhm, 0.2, 0.5) / cut_loss(fwhm, 0.1, 0.5))
cut_exp_scaled = np.log2(cut_loss(0.002, t, 0.01) / cut_loss(0.001, t, 0.005))
assert abs(cut_exp_w - 1) < 0.01
assert abs(cut_exp_c - 2) < 0.01 and abs(cut_exp_scaled - 2) < 0.01

# Where energy and loss sit for the example.
loss_l, loss_g = 1 - chi_lorentz(t, fwhm), 1 - chi_gauss(t, fwhm)
far = 1 / t
far_energy = 1 - 2 / np.pi * np.arctan(2 * far / fwhm)
far_share = 1 - integrate_loss(lorentz, fwhm, t, [0, fwhm, far]) / loss_l
core_share = integrate_loss(lorentz, fwhm, t, [0, fwhm / 2]) / loss_l
core_energy = 2 * quad(lorentz, 0, fwhm / 2, args=(fwhm,))[0]
gauss_far_energy = erfc(2 * np.sqrt(LN2) * far / fwhm)
assert far_share > 0.5 and far_energy < 0.1 and core_share < 0.1
assert gauss_far_energy < 1e-12

# Equal 95 percent energy widths.
e95_l = fwhm * np.tan(0.475 * np.pi)
sigma_per_e95 = 1 / (2 * np.sqrt(2) * erfinv(0.95))
fwhm_per_sigma = 2 * np.sqrt(2 * LN2)
e95_g = fwhm / fwhm_per_sigma / sigma_per_e95
for shape, e95 in ((lorentz, e95_l), (gauss, e95_g)):
    inside = 2 * quad(shape, 0, e95 / 2, args=(fwhm,))[0]
    assert abs(inside - 0.95) < 1e-7
matched_fwhm = e95_l * sigma_per_e95 * fwhm_per_sigma
matched_loss = 1 - chi_gauss(t, matched_fwhm)
cross_fwhm = 8 * LN2
cross_e95 = 1 / (np.tan(0.475 * np.pi) * sigma_per_e95**2)
for cross, per_l, per_g in (
        (cross_fwhm, 1, 1),
        (cross_e95, fwhm / e95_l, fwhm / e95_g)):
    for scale, sign in ((0.9, 1), (1.1, -1)):
        s = scale * cross / t
        gap = full_loss(lorentz, s * per_l, t) - full_loss(gauss, s * per_g, t)
        assert sign * gap > 0

# Effects left out of the simple model.
source_sigma = 0.2
grid = np.linspace(-1, 1, 101) * source_sigma * numerical_aperture
sx, sy = np.meshgrid(grid, grid)
disc = sx**2 + sy**2 <= (source_sigma * numerical_aperture)**2
sx, sy = sx[disc], sy[disc]
order = wavelength / pitch
assert order + source_sigma * numerical_aperture < numerical_aperture
axial_cos = np.sqrt(index**2 - sx**2 - sy**2)
source_chi = []
for sign in (-1, 1):
    side_cos = np.sqrt(index**2 - (sx + sign * order)**2 - sy**2)
    rates = 2 * np.pi / wavelength * (axial_cos - side_cos) * chromatic
    source_chi.append(np.mean(chi_lorentz(rates, fwhm)))
source_loss = 1 - np.mean(source_chi)


def lateral_chi(lateral):
    q = grating_k * lateral
    return (chi_lorentz(t + q, fwhm) + chi_lorentz(t - q, fwhm)) / 2


assert abs(image_contrast(det_l, wt_l, lateral=100.0)
           - ideal * lateral_chi(100.0)) < 1.5e-3
lateral = 10.0           # nm/pm
resist_index, resist_depth = 1.7, 60.0
resist_rate = phase_rate(wavelength, resist_index)
resist_loss = 1 - quad(lambda z: np.cos(resist_rate * z),
                       -resist_depth / 2, resist_depth / 2)[0] / resist_depth
kappa_change = phase_rate(wavelength + 0.005) / kappa - 1

print(f"wavelength {wavelength:.1f} nm; pitch {pitch:.0f} nm")
print(f"water index {index:.2f}; NA {numerical_aperture:.2f}")
print(f"chromatic focus coefficient C {chromatic:.0f} nm/pm")
print(f"spectral FWHM w {fwhm:.2f} pm")
print(f"order amplitudes a0 {amp0:.4f}, a1 {amp1:.4f}")
print(f"sine of first order times index {order:.4f}")
print(f"defocus phase rate kappa {kappa:.6f} rad/nm")
print(f"spectral phase rate t {t:.4f} rad/pm; t*w {t*fwhm:.4f} rad")
print(f"ideal fundamental contrast {ideal:.4f}")
print(f"contrast by law: Lorentz {ideal*(1-loss_l):.4f}, "
      f"Gauss {ideal*(1-loss_g):.4f}")
print(f"contrast by images: Lorentz {direct_l:.4f}, Gauss {direct_g:.4f}")
print(f"loss: Lorentz {100*loss_l:.3f} %, Gauss {100*loss_g:.3f} %")
print(f"loss ratio Lorentz/Gauss {loss_l/loss_g:.1f}")
print(f"leading terms: Lorentz {50*t*fwhm:.3f} %, "
      f"Gauss {100*(t*fwhm)**2/(16*LN2):.3f} %")
for w in widths:
    print(f"FWHM {w:.2f} pm: loss Lorentz {100*(1-chi_lorentz(t,w)):.3f} %, "
          f"Gauss {100*(1-chi_gauss(t,w)):.3f} %")
print(f"width exponents: Lorentz {exp_l:.3f}, Gauss {exp_g:.3f}")
print(f"width exponent, 1/d^4 tail {exp_q:.3f}")
print(f"flat core, 1/d^2 tail: loss/(pi A t) {tail_ratio:.4f}")
print(f"detuning 1/t {far:.4f} pm; defocus 1/kappa {1/kappa:.2f} nm")
print(f"Lorentz beyond 1/t: energy {100*far_energy:.2f} %, "
      f"share of loss {100*far_share:.2f} %")
print(f"Lorentz within half maximum: energy {100*core_energy:.2f} %, "
      f"share of loss {100*core_share:.2f} %")
print(f"Gauss energy beyond 1/t {gauss_far_energy:.1e} (fraction)")
print(f"E95 at equal FWHM: Lorentz {e95_l:.4f} pm, Gauss {e95_g:.4f} pm")
print(f"Gauss with Lorentz E95: FWHM {matched_fwhm:.4f} pm, "
      f"loss {100*matched_loss:.2f} %")
print(f"equal-loss point: t*FWHM {cross_fwhm:.3f}, t*E95 {cross_e95:.3f} rad")
for cutoff in (0.2, 0.5, 1.0, 2.0, 5.0):
    half = fwhm / 2 * np.tan(0.95 * np.arctan(2 * cutoff / fwhm))
    print(f"cutoff {cutoff:.1f} pm: E95 {2*half:.3f} pm, "
          f"loss {100*cut_loss(fwhm,t,cutoff):.3f} %")
print(f"fixed cutoff exponents: in w {cut_exp_w:.3f}, in C {cut_exp_c:.3f}")
print(f"exponent in w, cutoff proportional to w {cut_exp_scaled:.3f}")
print(f"source sigma {source_sigma:.1f}: Lorentz loss {100*source_loss:.3f} %")
print(f"lateral colour {lateral:.0f} nm/pm: Lorentz loss "
      f"{100*(1-lateral_chi(lateral)):.3f} %")
print(f"resist index {resist_index:.1f}, thickness {resist_depth:.0f} nm: "
      f"separate loss {100*resist_loss:.3f} %")
print(f"relative change of kappa over 5 pm {kappa_change:.2e}")
print("tests ok")
```

Running it gives:

```
wavelength 193.4 nm; pitch 200 nm
water index 1.44; NA 1.35
chromatic focus coefficient C 200 nm/pm
spectral FWHM w 0.10 pm
order amplitudes a0 0.5000, a1 0.3183
sine of first order times index 0.9670
defocus phase rate kappa 0.012118 rad/nm
spectral phase rate t 2.4235 rad/pm; t*w 0.2424 rad
ideal fundamental contrast 1.4065
contrast by law: Lorentz 1.2459, Gauss 1.3990
contrast by images: Lorentz 1.2459, Gauss 1.3990
loss: Lorentz 11.412 %, Gauss 0.528 %
loss ratio Lorentz/Gauss 21.6
leading terms: Lorentz 12.118 %, Gauss 0.530 %
FWHM 0.02 pm: loss Lorentz 2.394 %, Gauss 0.021 %
FWHM 0.05 pm: loss Lorentz 5.879 %, Gauss 0.132 %
FWHM 0.10 pm: loss Lorentz 11.412 %, Gauss 0.528 %
FWHM 0.20 pm: loss Lorentz 21.522 %, Gauss 2.096 %
width exponents: Lorentz 0.996, Gauss 2.000
width exponent, 1/d^4 tail 1.992
flat core, 1/d^2 tail: loss/(pi A t) 0.9979
detuning 1/t 0.4126 pm; defocus 1/kappa 82.52 nm
Lorentz beyond 1/t: energy 7.68 %, share of loss 73.03 %
Lorentz within half maximum: energy 50.00 %, share of loss 0.88 %
Gauss energy beyond 1/t 2.6e-22 (fraction)
E95 at equal FWHM: Lorentz 1.2706 pm, Gauss 0.1665 pm
Gauss with Lorentz E95: FWHM 0.7633 pm, loss 26.55 %
equal-loss point: t*FWHM 5.545, t*E95 1.209 rad
cutoff 0.2 pm: E95 0.311 pm, loss 1.468 %
cutoff 0.5 pm: E95 0.571 pm, loss 4.064 %
cutoff 1.0 pm: E95 0.789 pm, loss 7.528 %
cutoff 2.0 pm: E95 0.974 pm, loss 10.271 %
cutoff 5.0 pm: E95 1.133 pm, loss 10.874 %
fixed cutoff exponents: in w 0.999, in C 2.000
exponent in w, cutoff proportional to w 2.000
source sigma 0.2: Lorentz loss 11.690 %
lateral colour 10 nm/pm: Lorentz loss 11.401 %
resist index 1.7, thickness 60 nm: separate loss 1.436 %
relative change of kappa over 5 pm 3.49e-05
tests ok
```
